# Why a symmetry-adapted core hole in N2 relaxes too little

**Question.** Remove one 1s electron from N2 in a self-consistent-field calculation. The hole may be placed in a molecular orbital of definite parity, spread equally over both atoms, or in the 1s orbital of one atom. The two choices have almost the same energy before the other electrons respond, yet very different energies afterwards. Why does the symmetric hole gain so much less, and does this mean that the true ion has lost its symmetry?

**Answer.** Electrons near a core hole contract towards it. The field that drives them is proportional to the local hole charge, and so, as long as the response is weak, is their displacement. The energy gained is proportional to field times displacement, hence quadratic in that charge. Two half holes, each on its own atom, gain \(2\times(1/2)^2=1/2\) of what one whole hole gains, if the atoms respond independently. In a molecule they do not quite do so, and the response is not purely quadratic. Both corrections can be found.

**The frozen ion**

Use nonrelativistic unrestricted Hartree-Fock (UHF) theory with fixed nuclei and real orbitals. Let \(D_\sigma\) be the density matrix of spin \(\sigma\), \(D=D_\uparrow+D_\downarrow\), and \(h_0\) the kinetic energy plus nuclear attraction. Apart from nuclear repulsion,

\[
E=\mathrm{Tr}\,h_0D+\tfrac12\mathrm{Tr}\,D\,J[D]-\tfrac12\sum_\sigma \mathrm{Tr}\,D_\sigma K[D_\sigma].
\]

The Coulomb and exchange operators \(J,K\) contain the factor \(e^2\). Take a fraction \(q\) of a spin-down electron out of an occupied orbital \(h\), so that \(D_\downarrow\to D_\downarrow-qP_h\) with \(P_h=|h\rangle\langle h|\). Since the two-electron terms are symmetric bilinear forms,

\[
E_{\rm frozen}(q)=E_0-q\langle h|F|h\rangle+\tfrac{q^2}{2}\left(\mathrm{Tr}P_hJ[P_h]-\mathrm{Tr}P_hK[P_h]\right).
\]

Here \(F\) is the neutral Fock operator. Both traces equal the self-repulsion \((hh|hh)\), so the bracket vanishes and the frozen energy is linear in \(q\).

Let \(g\) and \(u\) be the even and odd core orbitals, with energies \(\varepsilon_g,\varepsilon_u\). The atomic orbitals are \(L=(g+u)/\sqrt2\) and \(R=(g-u)/\sqrt2\). Because \(\langle g|F|u\rangle=0\),

\[
\langle L|F|L\rangle=\tfrac12(\varepsilon_g+\varepsilon_u).
\]

Before relaxation, the holes in \(L\) and \(g\) therefore differ by half the small g-u splitting. Any large difference must come from relaxation, defined here as the frozen-ion energy minus the self-consistent energy, a positive number.

**Why relaxation is quadratic**

The missing electron changes the Fock operator by \(qv_\sigma\), where

\[
v_\uparrow=-J[P_h],\qquad v_\downarrow=-J[P_h]+K[P_h].
\]

Let the orbitals respond by mixing virtual orbitals \(a\) into occupied orbitals \(i\), with real amplitudes \(\kappa_{ai}\). For each spin, the density matrix changes by

\[
\delta_1=\sum_{ai}\kappa_{ai}\left(|a\rangle\langle i|+|i\rangle\langle a|\right),
\]
\[
\delta_2=\sum_{abi}\kappa_{ai}\kappa_{bi}|a\rangle\langle b|-\sum_{aij}\kappa_{ai}\kappa_{aj}|i\rangle\langle j|.
\]

The second line keeps the orbitals orthonormal. There are three contributions to the energy through second order:

- The neutral \(F\) has no occupied-virtual elements, so \(\delta_1\) couples to \(qv\) alone and gives \(2q\,b\cdot\kappa\), with \(b_{ai\sigma}=\langle a|v_\sigma|i\rangle\).
- The trace of \(F\delta_2\) gives \(\sum\kappa_{ai}^2(\varepsilon_a-\varepsilon_i)\).
- The interaction of \(\delta_1\) with itself gives \(2(ai|bj)\) from Coulomb repulsion and \(-(ab|ij)-(aj|bi)\) from exchange between equal spins.

Terms of type \(q\kappa^2\) are third order, because \(\kappa\) will turn out proportional to \(q\). This includes the effect of the reduced occupation of \(h\). Mixing \(h\) with another occupied orbital \(j\) by an angle \(\theta\) changes the density matrix only through the missing fraction, by \(-q\theta(|h\rangle\langle j|+|j\rangle\langle h|)\) at first order. When the neutral \(F\) has no element between \(h\) and \(j\), that element is of order \(q\) in the ion. The linear energy term is then of order \(q^2\theta\) and the quadratic term of order \(q\theta^2(\varepsilon_j-\varepsilon_h)\), so \(\theta\propto q\) and the energy is third order. The exception is the mixing of \(L\) with \(R\) through the small element \(\langle L|F|R\rangle=(\varepsilon_g-\varepsilon_u)/2\). It is neglected here and taken up at the end. Thus

\[
E=E_{\rm frozen}+2q\,b\cdot\kappa+\kappa\cdot M\kappa,
\]
\[
M_{ai\sigma,bj\tau}=\delta_{\sigma\tau}\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+2(ai|bj)-\delta_{\sigma\tau}\left[(ab|ij)+(aj|bi)\right].
\]

Setting the derivative to zero gives \(2qb+2M\kappa=0\), or \(\kappa=-qM^{-1}b\). The linear term then contributes \(-2q^2b\cdot M^{-1}b\) and the quadratic term \(+q^2b\cdot M^{-1}b\). The energy falls by

\[
E_{\rm rel}=q^2\,b\cdot M^{-1}b .
\]

This requires a positive definite \(M\). If its lowest eigenvalue approaches zero, as at the onset of an instability of the neutral solution, the expansion loses its value.

**One whole hole against two halves**

The field \(b\) is linear in the hole density matrix. For the even orbital,

\[
P_g=\tfrac12(P_L+P_R+X),\qquad X=|L\rangle\langle R|+|R\rangle\langle L|.
\]

The term \(X\) is the coherence between the atoms. Its charge density \(2LR\) is tiny, because the core orbitals hardly overlap. Its exchange field contains integrals such as \((aL|Ri)\), between product densities that carry no net charge when the orbitals in each product are orthogonal. Neglecting \(X\) gives \(b_g=(b_L+b_R)/2\). Define

\[
W=b_L\cdot M^{-1}b_L=b_R\cdot M^{-1}b_R,\qquad C=b_L\cdot M^{-1}b_R,
\]

where the two expressions for \(W\) agree by inversion symmetry. Then

\[
E_{\rm rel}(g)=\tfrac14(W+W+2C)=\tfrac12(W+C),
\]
\[
E_{\rm rel}(L)-E_{\rm rel}(g)=\tfrac12(W-C).
\]

The factor one half thus holds at second order when \(C=0\). By the same counting, a hole shared by \(n\) equivalent, independent atoms would relax by \(n(1/n)^2W=W/n\).

Parity shows what is lost. Write

\[
b_L=\tfrac12(b_L+b_R)+\tfrac12(b_L-b_R).
\]

The first part is even under inversion and the second odd. \(M\) belongs to the symmetric neutral molecule and does not mix them, so \(W=S_g+S_u\), with

\[
S_g=\tfrac12(W+C),\qquad S_u=\tfrac12(W-C).
\]

The symmetric hole produces the even field and collects \(S_g\). It has no odd field, so it cannot polarize the molecule towards one end, and it loses all of \(S_u\).

**The numbers for N2**

The bond length is 1.10 Å, and the basis consists of the uncontracted s, p and d functions of cc-pVTZ. The core orbital energies are \(\varepsilon_g=-426.77\) eV and \(\varepsilon_u=-426.67\) eV. The ionization energies follow by subtracting the relaxation from the frozen values:

\[
L:\quad 426.72-17.31=409.41\ \text{eV},
\]
\[
g:\quad 426.77-7.50=419.27\ \text{eV}.
\]

The symmetric hole misses \(17.31-7.50=9.81\) eV. It keeps a fraction 0.433 of the localized relaxation, somewhat less than half.

The second-order quantities are \(W=16.32\) eV and \(C=-0.84\) eV, so

\[
S_g=\tfrac12(16.32-0.84)=7.74\ \text{eV},
\]
\[
S_u=\tfrac12(16.32+0.84)=8.58\ \text{eV}.
\]

Self-consistent calculations with small hole fractions test these formulas. Extrapolated linearly to \(q=0\) from \(q=0.1\) and \(0.2\), fractions far above the localization threshold found at the end, so that the hole stays almost entirely in \(L\), the relaxation divided by \(q^2\) is 16.31 eV for \(L\) and 7.73 eV for \(g\). The small remaining mixing with \(R\) adds about 0.01 eV to the first value. With the hole held exactly in \(L\), these fractions give 16.30 eV, and \(q=0.02\) and \(0.04\) give 16.31 eV. Keeping the coherence \(X\) in the second-order formula also gives 7.73 eV for \(g\), so its effect is about 0.01 eV. A further check puts half a hole in \(g\) and half in \(u\), which removes the coherence altogether. Measured from its own frozen energy, this ion relaxes by 7.50 eV, as the pure \(g\) hole does. The local charges matter here, and the phase between the atoms hardly does.

The shortfall below one half can now be divided up. Half the localized relaxation is 8.65 eV, which is 1.16 eV more than the \(g\) hole obtains. Of this,

- 0.42 eV is \(-C/2\), the second-order coupling between the atoms;
- 0.50 eV is half of the 0.99 eV by which the full relaxation of \(L\) exceeds \(W\);
- 0.24 eV is the amount by which the full relaxation of \(g\) falls below \(S_g\).

The last two items come from beyond second order, apart from the 0.01 eV due to coherence.

The negative \(C\) means that the odd response is the stronger one. When the hole is in \(L\), relaxation shifts the electronic dipole towards it by 0.64 e Å; for the \(g\) hole this shift vanishes by parity. Flow across the bond belongs to the odd response, so it raises \(S_u\) and lowers \(C\). It is probably the main reason for the sign, but not the only one. The response divides into a charge part, equal for both spins, and a spin part, opposite for the two spins. These contribute \(-0.62\) and \(-0.22\) eV to \(C\). Nearly all of the spin contribution comes from the softest mode of \(M\), an odd spin polarization with eigenvalue 1.0 eV. Within the charge part, flow across the bond and polarization within each atom were not separated.

**Two distant atoms**

Two nitrogen atoms 8 Å apart, with all their open-shell spins parallel, remove the bond from the problem. A single atom relaxes by 15.59 eV for a whole 1s hole and by 3.96 eV for half a hole. The ratio is 0.254, close to the quadratic value 0.25. The symmetric hole of the pair should relax as two half-ionized atoms:

\[
2\times3.963=7.926\ \text{eV}.
\]

The pair calculation gives 7.926 eV for \(g\) and 15.591 eV for \(L\), a ratio of 0.508. The loss therefore survives when the atoms no longer influence each other noticeably. It cannot be a chemical effect of the bond. The small excess over one half is the atom's own departure from a quadratic law.

**Has the ion lost its symmetry?**

No. For frozen orbitals, removing an electron from \(g\) is the same as superposing removals from \(L\) and \(R\):

\[
a_g\Phi_0=\tfrac1{\sqrt2}(a_L+a_R)\Phi_0 ,
\]

where \(\Phi_0\) is the neutral determinant. After relaxation this identity no longer helps. With the hole on the left the other electrons contract to the left, and with the hole on the right they contract to the right. A superposition of these two situations correlates the hole position with all the other electrons. The single determinant with a \(g\) hole instead uses one compromise set of orbitals for both positions.

Let \(\Phi_L,\Phi_R\) be the two relaxed determinants, mirror images with common energy \(E_L\), overlap \(S\) and Hamiltonian element \(H_{LR}\). Inserting \(\Phi_L\pm\Phi_R\) in the energy quotient gives

\[
E_\pm=\frac{2E_L\pm2H_{LR}}{2\pm2S}=\frac{E_L\pm H_{LR}}{1\pm S}.
\]

These states have definite parity. Here \(|S|=0.0013\), and their ionization energies are 409.39 and 409.43 eV, on either side of the localized value 409.41 eV, the odd state being the lower. The splitting of 0.04 eV is not a converged quantity: spin-pure restricted open-shell determinants give \(|S|=0.0023\) and 0.08 eV, against 0.095 eV for frozen orbitals. Parity is restored and the local relaxation is kept. What costs nearly 10 eV is demanding symmetry of a single determinant.

Localization also needs a large enough hole. Put a fraction \(q\) in the orbital \(\cos\phi\,u+\sin\phi\,g\), which is \(u\) at \(\phi=0\) and \(L\) at \(\phi=\pi/4\). Its weights on \(L\) and \(R\) are \((1\pm\sin2\phi)/2\). With \(X\) neglected, the even field is unchanged and the odd field is \(\sin2\phi\,(b_L-b_R)/2\). Relative to \(u\), the hole costs \(q(\varepsilon_u-\varepsilon_g)\sin^2\phi\) more before relaxation and gains \(q^2S_u\sin^22\phi\). The net change is \(q\sin^2\phi\,[(\varepsilon_u-\varepsilon_g)-4qS_u\cos^2\phi]\). At second order this is negative for some \(\phi\), so that an at least partly localized hole lies below \(u\), exactly when

\[
q>\frac{\varepsilon_u-\varepsilon_g}{4S_u}\approx\frac{0.095}{4\times8.58}\approx0.003 .
\]

A whole core hole is far above this threshold. A hole in a pair of orbitals with a large splitting and weak relaxation may fall below it, and then the delocalized solution is the lower one.

The ionization energies above omit relativity, nuclear motion and the electron correlation beyond the two-determinant mixing. They also carry basis-set error and spin contamination. The latter is large for the localized hole, where \(\langle S^2\rangle=1.19\) instead of the 0.75 of a pure doublet, and slight for the \(g\) hole, where it is 0.753. Restricted open-shell Hartree-Fock theory, which keeps the spin pure, gives relaxations of 16.57 eV for \(L\) and 7.25 eV for \(g\). The difference is then 9.3 eV instead of 9.8 eV, so the conclusion stands, but the ionization energies are not predictions of measured values to the digits shown. A larger basis (the uncontracted s, p and d functions of cc-pVQZ plus one f shell) raises both UHF relaxations by 0.07 eV and lowers both ionization energies by 0.08 eV. It changes the missed relaxation by less than 0.01 eV and the fraction 0.433 to 0.435. The numerical output below gives the UHF energies with further digits.

## Table of computed values

```
N2 bond length: 1.10 angstrom
number of basis functions: 70
population of L on its own atom: 0.9997
orbital energy of g: -426.768 eV
orbital energy of u: -426.673 eV
ionization energy, frozen, hole L: 426.721 eV
ionization energy, frozen, hole g: 426.768 eV
ionization energy, relaxed, hole L: 409.412 eV
ionization energy, relaxed, hole g: 419.272 eV
ionization energy, relaxed, hole u: 419.161 eV
relaxation, hole L: 17.308 eV
relaxation, hole g: 7.496 eV
relaxation, hole u: 7.512 eV
relaxation missed by hole g: 9.813 eV
relaxation ratio g / L: 0.4331
relaxation, incoherent half holes on both atoms: 7.503 eV
relaxation, half a hole in L: 4.258 eV
ratio half hole / whole hole in L: 0.2460
second order: W: 16.315 eV
second order: cross term C: -0.842 eV
second order: even part S_g = (W+C)/2: 7.737 eV
second order: odd part S_u = (W-C)/2: 8.579 eV
second order: hole g with coherence: 7.729 eV
second order: ratio S_g / W: 0.4742
small-q limit of relaxation/q^2, hole L: 16.310 eV
small-q limit of relaxation/q^2, hole g: 7.729 eV
lowest Hessian eigenvalue: 1.004 eV
electron dipole shift towards hole L: 0.637 e angstrom
overlap of relaxed L and R determinants: 0.0013472
parity-restored ionization energy, lower: 409.392 eV
parity-restored ionization energy, upper: 409.433 eV
parity-restored splitting: 0.0414 eV
N atom relaxation, whole hole: 15.590 eV
N atom relaxation, half hole: 3.963 eV
N atom ratio half / whole: 0.2542
distant pair separation: 8.0 angstrom
distant pair relaxation, hole L: 15.591 eV
distant pair relaxation, hole g: 7.926 eV
distant pair ratio g / L: 0.5083
```
